\section*{One white-noise run for thermal emission at every temperature}

\section{The problem}

A Langevin simulation of thermal emission drives the polarisation of a body with a random force and records the radiated field. White noise is the easiest force to generate, but it gives every frequency the classical energy $k_BT$. At 300 K and a wavenumber of 1070 cm$^{-1}$ the thermal energy of a mode is $0.0305\,k_BT$, so the classical flux there is 33 times too large. Rescaling the total flux cannot repair this, because the error depends on frequency. Colouring the noise does, but it needs a filtered force history and a new simulation for each temperature.

Neither is needed if the emitter is linear, has one temperature $T$, and has a permittivity that does not change with $T$. Let $q_0(\omega)$ be the mean flux spectrum under white driving of reference energy $\Theta_0$. Then
\begin{equation}
q(\omega,T)=q_0(\omega)\,\frac{\Theta(\omega,T)}{\Theta_0},\qquad
\Theta=\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1}.
\label{main}
\end{equation}
The weight multiplies the spectrum, before any integration over frequency.

\section{Why the weight factors out}

\subsection{Strength of the random force}

Fields vary as $e^{-i\omega t}$. Spectral densities are two-sided, $\langle X(\omega)X^*(\omega')\rangle=2\pi\delta(\omega-\omega')S_X(\omega)$, so $\langle X^2\rangle=\int S_X\,d\omega/2\pi$. The resonant polarisation obeys
\begin{equation}
\ddot P+\gamma\dot P+\omega_0^2P=\varepsilon_0\Omega^2E+K .
\label{osc}
\end{equation}
With $D=\omega_0^2-\omega^2-i\gamma\omega$ the permittivity and its loss are
\begin{equation}
\varepsilon=\varepsilon_\infty+\frac{\Omega^2}{D},\qquad
\operatorname{Im}\varepsilon=\frac{\Omega^2\gamma\omega}{|D|^2}.
\label{eps}
\end{equation}

Consider a cell of volume $V$ with $E=0$. Dividing (\ref{osc}) by $\varepsilon_0\Omega^2$ puts $E$ alone on the right. Since the field does work $VE\,dP$, the oscillator energy is $V(\dot P^2+\omega_0^2P^2)/(2\varepsilon_0\Omega^2)$. Classical equipartition of the kinetic term gives $\langle\dot P^2\rangle=\varepsilon_0\Omega^2k_BT/V$. A white force adds variance $S_K\,dt$ to $\dot P$ in time $dt$, and so raises $\langle\dot P^2\rangle/2$ at the rate $S_K/2$; friction lowers it at the rate $\gamma\langle\dot P^2\rangle$. The balance is
\begin{equation}
S_K=2\gamma\langle\dot P^2\rangle=\frac{2\varepsilon_0\Omega^2\gamma}{V}\,k_BT .
\end{equation}

For the quantum case, let friction and noise come from a bath of harmonic modes $x_j$ coupled linearly to $P$, so that $K=\sum_jc_jx_j$. A bath mode has $\langle x_j^2\rangle=\Theta_s(\omega_j,T)/(m_j\omega_j^2)$, where $\Theta_s=\Theta+\hbar\omega/2$ is its mean energy. Temperature enters through this factor alone, and the classical limit is $\Theta_s\to k_BT$. Replacing $k_BT$ by $\Theta_s$ frequency by frequency therefore gives the symmetrised quantum spectrum.

The half quantum drops out of the energy exchange. Let radiation at temperature $T_e$ arrive from both sides of a slab with emissivity $a$, reflectance $\mathcal R$ and transmittance $\mathcal T$, where $a+\mathcal R+\mathcal T=1$ (shown below). Outgoing minus incoming energy per mode on one side is
\begin{align}
&a\Theta_s(T)+(\mathcal R+\mathcal T)\Theta_s(T_e)-\Theta_s(T_e)\nonumber\\
&\qquad=a[\Theta_s(T)-\Theta_s(T_e)]=a[\Theta(T)-\Theta(T_e)].
\label{net}
\end{align}
For $T_e=0$ this is $a\Theta(T)$. Hence the emission is found with
\begin{equation}
S_K=\frac{2\varepsilon_0\Omega^2\gamma}{V}\,\Theta(\omega,T),
\label{force}
\end{equation}
which is flat apart from $\Theta$.

\subsection{From force to flux}

Without a field, the force produces the polarisation $P_f=K/D$. Take normal incidence, cross-section $A$, and forces independent from point to point. Then $V=A\,dz$, and (\ref{eps}) and (\ref{force}) give
\begin{equation}
S_{P_f}=\frac{S_K}{|D|^2}
=\frac{2\varepsilon_0\operatorname{Im}\varepsilon}{\omega A\,dz}\,\Theta .
\label{source}
\end{equation}
With $k=\omega/c$, Maxwell's equations read $E''+k^2\varepsilon E=-\mu_0\omega^2P_f$. Let $G$ solve $G''+k^2\varepsilon G=-\delta(z-z')$ with outgoing waves, so that $E(z)=\mu_0\omega^2\int G(z,z')P_f(z')\,dz'$. Cross terms between different points average to zero, and
\begin{equation}
S_E(z)=\mu_0^2\omega^4\int|G(z,z')|^2\,
\frac{2\varepsilon_0\operatorname{Im}\varepsilon}{\omega A}\,\Theta(\omega,T)\,dz'.
\label{field}
\end{equation}
The field at $\omega$ depends on the force at the same $\omega$, because the system is linear and does not change in time. For uniform $T$ the factor $\Theta$ leaves the integral, which proves (\ref{main}). The magnetic field is linear in $K$ as well, so the argument also covers the Poynting flux near the surface.

\subsection{Absolute scale}

In vacuum $G=(i/2k)e^{ik|z-z'|}$; its slope jumps by $2ik\cdot i/(2k)=-1$, as required. Reciprocity, $G(z,z')=G(z',z)$, turns the emission problem around: for $z$ outside on the right, $|G|=|u(z')|/(2k)$, where $u$ is the field in the slab when a unit wave arrives from the right. Inserting this in (\ref{field}) with $k=\omega/c$ and $\mu_0\varepsilon_0c^2=1$,
\begin{equation}
S_E=\frac{\mu_0\omega\Theta}{2A}\int\operatorname{Im}\varepsilon\,|u|^2dz'.
\end{equation}
The outgoing power is $A\langle E^2\rangle/Z_0$, with $Z_0=\mu_0c$. Folding negative frequencies onto positive ones gives a factor 2:
\begin{equation}
\text{power}=\int_0^\infty\frac{d\omega}{2\pi}\,a\,\Theta,\qquad
a=\frac{\omega}{c}\int\operatorname{Im}\varepsilon\,|u|^2dz'.
\label{a}
\end{equation}
The unit wave carries $1/(2Z_0)$ per area and the slab absorbs $\tfrac12\omega\varepsilon_0\int\operatorname{Im}\varepsilon|u|^2dz'$. Their ratio is $a$, since $\varepsilon_0Z_0=1/c$. This is Kirchhoff's law, $a=1-\mathcal R-\mathcal T$. For a film so thin that $u\approx1$ throughout, $a=(\omega d/c)\operatorname{Im}\varepsilon$.

The normal radiance in both polarisations follows from the mode density per solid angle, $2k^2dk/(2\pi)^3$, times $c\,a\Theta$. With the wavenumber $\nu=k/2\pi$,
\begin{equation}
L(T)=\int2c\nu^2\,\Theta(\nu,T)\,a(\nu)\,d\nu .
\label{L}
\end{equation}

\section{Scheme}

Let the cell length be $\Delta$ and the time step $\tau=\Delta/c$. Define $w=\omega_0\tau$, $g=\gamma\tau$ and $s=\Omega^2\tau^2$. A white force sampled at interval $\tau$ has variance $S_K/\tau$. The drive $\xi=K\tau^2/\varepsilon_0$ of one cell thus has variance
\begin{equation}
\frac{\tau^4}{\varepsilon_0^2}\,\frac{2\varepsilon_0\Omega^2\gamma\Theta_0}{A\Delta\,\tau}
=2sg\,\frac{\Theta_0}{\varepsilon_0A\Delta}.
\end{equation}
Measuring fields in units of $E_0=\sqrt{\Theta_0/(\varepsilon_0A\Delta)}$ leaves $\langle\xi^2\rangle=2sg$. With $e=E/E_0$, $h=Z_0H/E_0$ and $p=P/(\varepsilon_0E_0)$, central differences give
\begin{align}
h^{n+1/2}_{j+1/2}&=h^{n-1/2}_{j+1/2}-(e^n_{j+1}-e^n_j),\\
(1+\tfrac g2)p^{n+1}&=(2-w^2)p^n-(1-\tfrac g2)p^{n-1}+se^n+\xi^n,\\
\varepsilon_\infty(e_j^{n+1}-e_j^n)&=-(h_{j+1/2}-h_{j-1/2})^{n+1/2}-(p_j^{n+1}-p_j^n).
\end{align}
In vacuum a wave then moves one cell per step, so copying the neighbour's old value is a reflection-free boundary.

The outgoing power is $AE_0^2e^2/Z_0=\Theta_0e^2/\tau$. Comparison with (\ref{a}) gives $a=2S_e$, where $S_e$ is the two-sided density per cycle per step. If every $m$th value is kept and multiplied by a window $b_i$, then $S_e=m|\sum_ib_ie_i e^{i\omega t_i}|^2/\sum_ib_i^2$.

\begin{verbatim}
for each run:
  e, h, p, p_old = 0
  for n = 1 .. steps:
    h    -= e[j+1] - e[j]
    xi    = normal(0, sqrt(2*s*g)) for each film cell
    p_new = ((2-w^2)*p - (1-g/2)*p_old + s*e + xi)/(1+g/2)
    save old e next to both boundaries
    e    -= (h[j+1/2] - h[j-1/2] + p_new - p)/eps_inf
    boundary e = saved values;  shift p_old, p
    after warm-up: record boundary e every m steps
  a_run(nu) = 2*m*|FFT(b*e)|^2 / sum(b^2)
a(nu) = mean of a_run over runs and both sides
for each T:  L(T) = sum 2*c*nu^2*Theta(nu,T)*a(nu)*dnu
\end{verbatim}

\subsection{Stability}

For a uniform film without damping, put $X=4\sin^2(\omega\tau/2)$ and $Q=4\sin^2(\kappa/2)\le4$, with $\kappa$ the phase advance per cell. The updates give $X[\varepsilon_\infty+s/(w^2-X)]=Q$, or
\begin{equation}
f(X)=\varepsilon_\infty X^2-(\varepsilon_\infty w^2+s+Q)X+Qw^2=0 .
\end{equation}
Oscillation without growth needs both roots between 0 and 4. They are real, because the discriminant is at least $(\varepsilon_\infty w^2-Q)^2$, and they are not negative. For $w^2<4$ the worst case is $Q=4$, where $f(4)>0$ requires
\begin{equation}
s<(\varepsilon_\infty-1)(4-w^2).
\label{stab}
\end{equation}
The product of the roots, $Qw^2/\varepsilon_\infty$, is then below 16, so both cannot exceed 4. A material with $\varepsilon_\infty=1$ violates (\ref{stab}) and needs $c\tau<\Delta$, with another absorbing boundary. The analysis covers bulk waves, not interfaces.

\section{Example: a silica-like film}

The film is free-standing and 1 µm thick, with $\omega_0$ at 1070 cm$^{-1}$, $\gamma$ equal to 70 cm$^{-1}$, $\Omega^2=0.7\,\omega_0^2$ and $\varepsilon_\infty=2.1$. It has 20 cells of 50 nm. Here $w=2\pi\times1.07\times10^5\times5\times10^{-8}=0.034$ and $s=0.7w^2=8\times10^{-4}$, far below the limit of 4.4 from (\ref{stab}).

Each of 400 runs has 20\,000 steps, of which 4000 are warm-up. The recorded 16\,000 steps give a bin width of $1/(16\,000\times50\ \text{nm})=12.5$ cm$^{-1}$. The window is $b=\tfrac12(1-\cos2\pi t/t_{\rm rec})$, where $t_{\rm rec}$ is the record length, and $m=8$.

At 1075 cm$^{-1}$ the simulated emissivity is $0.496\pm0.019$, against 0.520 from $1-\mathcal R-\mathcal T$; at 1250 cm$^{-1}$ it is $0.253\pm0.011$ against 0.245. Over the 49 bins from 800 to 1400 cm$^{-1}$ the rms deviation is 1.21 standard errors. The grid error was separated from the noise by solving the discrete equations at each frequency and summing the mean emission of all cells. The largest difference from the slab formula is about 0.0003 in emissivity. This covers the grid only. Smoothing by the window shifts a bin by up to 0.007, and keeping every eighth sample folds in emission from near multiples of 25\,000 cm$^{-1}$, adding up to 0.00014.

The weights at 1070 cm$^{-1}$ are $\Theta=0.788$, 2.89 and 11.0 meV at 300, 400 and 600 K. At 300 K, $2c\nu^2\Theta$ is
\[
2(3.00\times10^8)(1.07\times10^5)^2(1.26\times10^{-22})
=8.7\times10^{-4}
\]
in W m$^{-2}$ sr$^{-1}$ per m$^{-1}$, or 0.087 per cm$^{-1}$. An emissivity of about 0.5 halves this. Summing (\ref{L}) over the band gives:

\begin{center}
\begin{tabular}{ccc}
$T$ (K) & simulated $L$ & slab $L$ (W m$^{-2}$ sr$^{-1}$)\\
300 & 11.8 & 11.9\\
400 & 44.6 & 44.9\\
600 & 178 & 180
\end{tabular}
\end{center}

Each simulated value has a standard error of 0.95\% and lies about 0.8\% low. The shift is common because all three use the same noise. By (\ref{net}), the film at 400 K facing surroundings at 300 K has a net radiance of $44.6-11.8=32.7$ W m$^{-2}$ sr$^{-1}$ before rounding of the terms.

From 300 to 600 K the band radiance grows 15.1 times. A classical rescaling of the total would give 2. The weight at resonance grows $11.04/0.788=14.0$ times; the band grows more for two reasons of similar size. First, $\Theta(600)/\Theta(300)=1+e^{\hbar\omega/k_BT}$, with $T=600$ K in the exponent, rises ever more steeply with frequency, so it gains more above the resonance than it loses equally far below. Second, the band emission at 300 K is centred near 1085 cm$^{-1}$, somewhat above the resonance.

\subsection{Direct test of the reweighting}

Twenty further noise histories were each used twice: once white, and once filtered by $\sqrt{\Theta(\omega,300\ \text{K})/k_BT}$ before driving the film. The directly driven spectrum agrees with the reweighted one within 2.1\% in every bin, and within 0.05\% when summed over the band.

Two things keep the agreement from being perfect: the finite record and the subsampling. The finite record averages the spectrum over a kernel of rms width $\sigma$. The direct run averages the product $a\Theta$, whereas reweighting multiplies the averaged $a$ by $\Theta$. Expanding both to second order, their means differ by
\begin{equation}
\sigma^2\left(a'\Theta'+\tfrac12a\Theta''\right).
\end{equation}
For this window, with $\dot b$ its time derivative, $\sigma^2=\int\dot b^2dt/\int b^2dt=(2\pi/t_{\rm rec})^2/3$, so $\sigma$ is 0.58 bin or 7.2 cm$^{-1}$. Between 1000 and 1075 cm$^{-1}$, $a'/a\approx0.009$ cm, while $|\Theta'/\Theta|\approx0.004$ cm at 300 K. The first term is therefore about $-0.2\%$ of $a\Theta$. In the second, $\Theta''/\Theta\approx(\Theta'/\Theta)^2$, which gives about $+0.04\%$. Averaged over the bins of this interval, the mean offset is about $-0.13\%$, and it stays within about $0.25\%$ in every bin of the band. It turns positive above the emissivity peak near 1060 cm$^{-1}$, where $a'$ is negative, so it partly cancels in the band sum. The largest deviation, 2.1\%, is therefore mostly random scatter, which 20 runs do not average away. It has two sources of similar size. Neighbouring frequencies interfere within the window. In addition, keeping only every eighth sample folds high-frequency emission into the band; the white run has this emission and the filtered run does not, and it matters most in the weak wing bins. Recording every step lowers the rms deviation per bin from about 0.75\% to about 0.5\%; longer records do not remove the aliased part. Longer records reduce the mean offset as $t_{\rm rec}^{-2}$. Narrow resonances and low temperatures need them most.

\section{Cost and sampling error}

The ensemble takes $20\times20\,000\times400=1.6\times10^8$ cell updates, each with one random number. Another temperature costs 49 multiplications and a sum. Direct driving would repeat the whole ensemble.

A Fourier amplitude of the Gaussian field has an exponentially distributed square, whose standard deviation equals its mean. With 400 runs and two sides, the relative error per bin lies between $1/\sqrt{800}=3.5\%$ for independent sides and $1/\sqrt{400}=5\%$ for fully correlated ones. At 1075 cm$^{-1}$ it is $0.0192/0.4963=3.9\%$. Since $\Theta$ multiplies both mean and scatter, this relative error is the same at every temperature.

Shared noise helps comparisons. The 600 K to 300 K radiance ratio has an error of 0.20\%, whereas separate ensembles of the same size would give 1.34\%. Matching 0.20\% with separate ensembles would take about $(1.34/0.20)^2\approx45$ times as many runs. The shared noise does not make the absolute radiances more accurate: a fluctuation in $a$ appears at all temperatures.

\section{Failure modes}

\textbf{Unequal temperatures.} If the two halves of the film differ in temperature, $\Theta$ stays inside (\ref{field}). The emission to one side is then $a_{\rm near}\Theta(T_1)+a_{\rm far}\Theta(T_2)$ per mode, where each coefficient is (\ref{a}) restricted to one half. With the near half at 400 K and the far half at 300 K the band radiance is 30.8 W m$^{-2}$ sr$^{-1}$; with the temperatures exchanged it is 26.0. No weight applied to the total $a$ can distinguish these cases. The cure is one white run per isothermal region, with the other regions undriven but still present, followed by separate weighting and addition.

\textbf{Nonlinearity.} A stronger force then changes the response itself. For a classical oscillator in the potential $x^2/2+0.1x^4$, doubling $k_BT$ from 1 to 2 raises the variance 1.63 times. Reweighting predicts 2, the result for the linear oscillator.

\textbf{Other loss models.} Several resonances need independent forces, each with its own $\Omega_j^2\gamma_j$ in (\ref{force}). Their polarisation densities then add to $2\varepsilon_0\Theta\sum_j\Omega_j^2\gamma_j/|D_j|^2=2\varepsilon_0\Theta\operatorname{Im}\varepsilon/\omega$ per unit volume, as (\ref{source}) demands. If friction depends on frequency, $\gamma$ in (\ref{force}) becomes $\operatorname{Re}\gamma(\omega)$ and the force is no longer white. The factor $\Theta$ still separates, so one run with the shaped force suffices.

\textbf{Changing permittivity.} If heating to 600 K lowered the resonance by 1\% and raised the damping by 20\%, at fixed $\Omega^2$, the band radiance at 600 K would rise by 9.5\%. These shifts are assumed, not measured. When such a change matters, the white run must be repeated with the permittivity of the new temperature.

\section{How far the example represents silica}

The parameters are rough values for the main infrared band of silica glass, a material used in radiative-cooling coatings. Such coatings work near 300 K; 600 K is far outside that use. The line shape is also only schematic: a single Lorentzian has slowly falling wings, and its emissivity of 0.12 at 1350 cm$^{-1}$ overstates real glass, whose band falls off much faster on that side. The spectrum, the band centre and the ratio 15.1 are properties of the model, not of silica. Of the omissions sized here, the largest is the weaker bands. Adding rough versions at 457 and 810 cm$^{-1}$ raises the 300 K radiance by 17\% between 800 and 1400 cm$^{-1}$, and by 96\% between 300 and 2000 cm$^{-1}$. The single-band model is therefore unfit for total emission. Direction matters too: at 30 degrees and 400 K the polarisation-averaged band radiance is 8.9\% above the normal value. Uniform temperature is a good assumption here. Even if a blackbody flux at 600 K crossed the whole film by conduction, with a rough conductivity of 1.4 W m$^{-1}$ K$^{-1}$, the drop would be $\sigma_{\rm SB}T^4d/\kappa_{\rm th}=5$ mK. Real coatings rest on a substrate or mirror, which changes $a(\nu)$; that effect was not sized. It calls for a new white run with the substrate included, and if the substrate absorbs, it must be driven as well. The numerical output follows this note.

\section*{Computed results}
\begin{verbatim}
film thickness 1.0 um, cells 20, cell 50 nm
eps_inf 2.1, strength 0.7
resonance 1070 cm^-1, damping 70 cm^-1
time step 0.1668 fs, steps 20000, warm-up steps 4000
runs 400, bin width 12.50 cm^-1, bins 49
nu (cm^-1), emissivity: simulated, standard error, slab formula
  900.0  0.1060  0.0050  0.1032
  1000.0  0.2756  0.0113  0.2698
  1075.0  0.4963  0.0192  0.5200
  1150.0  0.4471  0.0191  0.4338
  1250.0  0.2527  0.0108  0.2447
  1350.0  0.1224  0.0056  0.1232
rms deviation in standard errors 1.21
largest grid error of emissivity 0.00031
largest error of near-half emissivity 0.00033
direct 300 K drive: runs 20, largest bin deviation 2.06 %
direct 300 K drive: summed flux deviation 0.046 %
T (K), Theta/kT at resonance, Theta at resonance (meV)
  300  0.03049  0.7883
  400  0.08379  2.8882
  600  0.21362  11.0449
T (K), radiance 800-1400 cm^-1 (W m^-2 sr^-1): simulated, slab; error %
  300  11.823  11.914  0.95
  400  44.550  44.908  0.95
  600  178.271  179.727  0.95
net radiance 400 K film, 300 K surroundings 32.728 W m^-2 sr^-1
radiance ratio 600 K/300 K: simulated 15.078, slab 15.085
ratio error: shared noise 0.20 %, separate runs 1.34 %
near half 400 K, far half 300 K: 30.782 W m^-2 sr^-1
near half 300 K, far half 400 K: 26.034 W m^-2 sr^-1
variance gain on doubling T: linear 2.000, quartic 1.635
assumed drift to 600 K: resonance -1 %, damping +20 %
  radiance change at 600 K +9.54 %
weaker band: 457 cm^-1, strength 0.9, damping 45 cm^-1
weaker band: 810 cm^-1, strength 0.08, damping 60 cm^-1
  radiance change at 300 K, 800-1400 cm^-1: +17.4 %
  radiance change at 300 K, 300-2000 cm^-1: +96.0 %
radiance at 30 degrees against normal, 400 K: +8.9 %
conductivity 1.4 W/(m K): film drop at 600 K below 5.25 mK
\end{verbatim}
